**Critical barrier and conductance of a broadly disordered network**

The program tests the rule that \(-kT\ln(G/g_0)\) approaches \(E_c\), the barrier of the bond that first connects the electrodes when bonds are inserted in order of increasing barrier. Here \(G\) is the network conductance, \(g_0\) the common bond prefactor, \(kT\) the thermal energy, and \(E=Wu^2\) the barrier of a bond with uniform random number \(u\). It asserts the finite-size path and cut bounds on 60 square samples and one cubic sample, and compares the node-elimination solver with a direct Kirchhoff solution. It also asserts planar duality, and the cluster bounds on \(G\) from both sides for 20 solved samples with \(L=40\), where \(L\) is the number of bonds along an edge. For \(W=0.40\) eV the infinite-sheet critical barrier is 0.1000 eV and the mean barrier is 0.1333 eV. At \(kT=0.0025\) eV the median of \(-kT\ln(G/g_0)\) over the square samples with \(L=20\) is 0.0982 eV. On one sheet with \(L=400\) at \(kT=0.0005\) eV, the cluster bounds confine this energy to 0.0774–0.1246 eV, which excludes the mean barrier.

## Program and output

```python
"""Critical-path analysis of a network with exponentially broad conductances.

Result under test: with g = g0 exp(-E/kT) on every bond, -kT ln(G/g0) tends to
E_c, the barrier of the bond that first connects the electrodes when bonds are
inserted in order of increasing E. On the infinite square lattice E_c is the
median barrier.
Symbols: u = uniform random number of a bond, E = W u^2 its barrier (eV),
G = network conductance in units of g0, kT = thermal energy (eV),
L = number of bonds between the electrodes, K = cluster-width constant that
bounds G when all bonds with u < p are made perfectly conducting.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.sparse import coo_matrix
from scipy.sparse.csgraph import connected_components, shortest_path

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
W = 0.40
BOND_LENGTH = 20.0
rng = np.random.default_rng(12345)


def square_lattice(L):
    """Bond ends with merged electrodes (last two nodes), bond ends with
    separate sites, and the column of every separate site."""
    row, col = np.indices((L, L + 1))
    merged = (col - 1) * L + row
    merged[:, 0] = L * (L - 1)
    merged[:, L] = L * (L - 1) + 1
    separate = row * (L + 1) + col

    def ends(label):
        first = np.concatenate([label[:, :-1].ravel(), label[:-1, 1:L].ravel()])
        second = np.concatenate([label[:, 1:].ravel(), label[1:, 1:L].ravel()])
        return first, second

    return ends(merged), ends(separate), col.ravel()


def cubic_lattice(L):
    """Bond ends of a cubic sample with merged end planes (last two nodes)."""
    x, y, z = np.indices((L + 1, L, L))
    label = (x - 1) * L * L + y * L + z
    label[0] = (L - 1) * L * L
    label[L] = (L - 1) * L * L + 1
    inner = label[1:L]
    first = [label[:-1], inner[:, :-1, :], inner[:, :, :-1]]
    second = [label[1:], inner[:, 1:, :], inner[:, :, 1:]]
    return (np.concatenate([a.ravel() for a in first]),
            np.concatenate([a.ravel() for a in second]))


def to_dual(values, L):
    """Carry bond values to the bonds of the dual sample that cross them."""
    along = values[:L * L].reshape(L, L)
    across = values[L * L:].reshape(L - 1, L - 1)
    return np.concatenate([along.T.ravel(), across.T.ravel()])


def conductance(ends, g):
    """Eliminate inner nodes one by one; only sums, products and quotients of
    positive numbers occur, so broad disorder causes no cancellation."""
    first, second = ends
    n = int(max(first.max(), second.max())) + 1
    C = np.zeros((n, n))
    np.add.at(C, (first, second), g)
    np.add.at(C, (second, first), g)
    for k in range(n - 2):
        near = np.flatnonzero(C[k, k + 1:]) + k + 1
        link = C[k, near]
        C[np.ix_(near, near)] += np.outer(link, link / link.sum())
    return C[n - 2, n - 1]


def kirchhoff_conductance(ends, g):
    """Direct solution of the node equations, for moderate disorder."""
    first, second = ends
    n = int(max(first.max(), second.max())) + 1
    A = np.zeros((n, n))
    np.add.at(A, (first, second), -g)
    np.add.at(A, (second, first), -g)
    A[np.arange(n), np.arange(n)] = -A.sum(axis=1)
    V = np.zeros(n)
    V[n - 2] = 1.0
    V[:n - 2] = np.linalg.solve(A[:n - 2, :n - 2], -A[:n - 2, n - 2])
    return A[n - 2] @ V


def critical_value(ends, u):
    """Insert bonds by increasing u until the electrodes are connected."""
    first, second = ends
    n = int(max(first.max(), second.max())) + 1
    parent = list(range(n))

    def root(i):
        while parent[i] != i:
            parent[i] = parent[parent[i]]
            i = parent[i]
        return i

    for k in np.argsort(u):
        parent[root(int(first[k]))] = root(int(second[k]))
        if root(n - 2) == root(n - 1):
            return u[k]
    raise RuntimeError("electrodes never connected")


def path_and_cut(ends, u, u_c):
    """Bond counts of a shortest critical path and of a critical cut."""
    first, second = ends
    n = int(max(first.max(), second.max())) + 1

    def graph(keep):
        return coo_matrix((np.ones(keep.sum()), (first[keep], second[keep])),
                          shape=(n, n)).tocsr()

    steps = shortest_path(graph(u <= u_c), directed=False, unweighted=True,
                          indices=n - 2)
    label = connected_components(graph(u < u_c), directed=False)[1]
    inside = label == label[n - 2]
    assert not inside[n - 1]
    cut = inside[first] != inside[second]
    assert u[cut].min() == u_c
    return int(steps[n - 1]), int(cut.sum())


def cluster_bound(lattice, L, u, p):
    """K, spanning flag, remaining bonds and their drops for the potential
    that is constant on each cluster of bonds with u < p."""
    first, second = lattice[1]
    column = lattice[2]
    keep = u < p
    graph = coo_matrix((np.ones(keep.sum()), (first[keep], second[keep])),
                       shape=(column.size, column.size)).tocsr()
    count, label = connected_components(graph, directed=False)
    left = np.full(count, L)
    right = np.zeros(count, dtype=int)
    np.minimum.at(left, label, column)
    np.maximum.at(right, label, column)
    spans = bool(np.any((left == 0) & (right == L)))
    width = right - left
    V = np.where(right == L, L, left) / L
    a, b = label[first[~keep]], label[second[~keep]]
    K = np.sum((1.0 + width[a] + width[b]) ** 2) / L**2
    return K, spans, ~keep, V[a] - V[b]


def barrier(u):
    return W * u**2


E_median = barrier(0.5)
grid = (np.arange(200000) + 0.5) / 200000
E_mean = barrier(grid).mean()
print(f"barrier scale W = {W:.2f} eV")
print(f"bond length = {BOND_LENGTH:.0f} angstrom")
print(f"critical barrier, infinite sheet = {E_median:.4f} eV")
print(f"  the same = {E_median / HARTREE_EV:.6f} hartree")
print(f"mean barrier = {E_mean:.4f} eV")

# Solver against the direct node equations.
L = 20
lattice = square_lattice(L)
ends = lattice[0]
u = rng.random(ends[0].size)
g = np.exp(-barrier(u) / 0.1)
assert abs(conductance(ends, g) / kirchhoff_conductance(ends, g) - 1) < 1e-9

# Finite-network bounds, duality and ensemble of square samples.
thermal = [0.02, 0.01, 0.005, 0.0025]
effective = {kT: [] for kT in thermal}
critical = []
print(f"sample edge L = {L} bonds = {L * BOND_LENGTH:.0f} angstrom")
for sample in range(60):
    u = rng.random(ends[0].size)
    u_c = critical_value(ends, u)
    E_c = barrier(u_c)
    critical.append(E_c)
    assert abs(critical_value(ends, to_dual(1 - u, L)) - (1 - u_c)) < 1e-12
    n_path, n_cut = path_and_cut(ends, u, u_c)
    if sample == 0:
        print(f"sample 1: E_c = {E_c:.5f} eV")
        print(f"sample 1: n_path = {n_path}, n_cut = {n_cut} (bonds)")
        print("sample 1, all in eV: kT, -kT ln(G/g0), gap to E_c, low, high")
    for kT in thermal:
        g = np.exp(-barrier(u) / kT)
        G = conductance(ends, g)
        E_eff = -kT * np.log(G)
        low, high = -kT * np.log(n_cut), kT * np.log(n_path)
        assert low - 1e-10 <= E_eff - E_c <= high + 1e-10
        effective[kT].append(E_eff)
        if sample < 3:
            G_dual = conductance(ends, to_dual(1 / g, L))
            assert abs(G * G_dual - 1) < 1e-9
        if sample == 0:
            print(f"  {kT:.4f} {E_eff:.5f} {E_eff - E_c:+.5f}"
                  f" {low:+.5f} {high:+.5f}")
            if kT == thermal[0]:
                print(f"  G G_dual at this kT = {G * G_dual:.10f} (no unit)")

print(f"median over {len(critical)} samples:")
print(f"  E_c = {np.median(critical):.4f} eV")
for kT in thermal:
    print(f"  kT = {kT:.4f} eV: -kT ln(G/g0) = "
          f"{np.median(effective[kT]):.4f} eV")
coldest = np.median(effective[thermal[-1]])
assert abs(coldest - E_median) < abs(coldest - E_mean)
worst = [np.max(np.abs(np.array(effective[kT]) - critical)) for kT in thermal]
print("largest gap to own E_c, hottest and coldest:")
print(f"  {worst[0]:.5f} and {worst[-1]:.5f} eV")
assert worst[-1] < worst[0]

# The finite-network bounds do not depend on dimension.
cube = cubic_lattice(6)
u = rng.random(cube[0].size)
u_c = critical_value(cube, u)
n_path, n_cut = path_and_cut(cube, u, u_c)
print(f"cubic sample, L = 6: E_c = {barrier(u_c):.5f} eV")
print(f"  n_path = {n_path}, n_cut = {n_cut} (bonds)")
for kT in thermal:
    E_eff = -kT * np.log(conductance(cube, np.exp(-barrier(u) / kT)))
    gap = E_eff - barrier(u_c)
    assert -kT * np.log(n_cut) - 1e-10 <= gap <= kT * np.log(n_path) + 1e-10
print(f"  kT = {kT:.4f} eV: gap to E_c = {gap:+.5f} eV")

# Growing size at fixed kT, with the cluster bounds checked on solved samples.
kT = 0.02
spread = {}
print(f"size dependence at kT = {kT:.2f} eV: mean, spread of -kT ln(G/g0)")
for size, samples in [(10, 60), (40, 20)]:
    lat = square_lattice(size)
    values = []
    for _ in range(samples):
        u = rng.random(lat[0][0].size)
        g = np.exp(-barrier(u) / kT)
        G = conductance(lat[0], g)
        values.append(-kT * np.log(G))
        if size == 40:
            p = 0.3
            K, spans, rest, drop = cluster_bound(lat, size, u, p)
            energy = np.sum(g[rest] * drop**2)
            assert not spans
            assert G <= energy <= K * np.exp(-barrier(p) / kT)
            K_dual, spans, rest, drop = cluster_bound(
                lat, size, to_dual(1 - u, size), p)
            energy = np.sum(to_dual(1 / g, size)[rest] * drop**2)
            assert not spans
            assert 1 / G <= energy <= K_dual * np.exp(barrier(1 - p) / kT)
    spread[size] = np.std(values, ddof=1)
    print(f"  L = {size}, {samples} samples: {np.mean(values):.4f},"
          f" {spread[size]:.4f} eV")
assert spread[40] < 0.7 * spread[10]
assert abs(np.mean(values) - E_median) < abs(np.mean(values) - E_mean)

# The cluster constant stays finite below threshold and grows at threshold.
K_table = {}
for size in (100, 400):
    lat = square_lattice(size)
    u = rng.random(lat[0][0].size)
    for p in (0.30, 0.45, 0.50):
        K_table[size, p] = cluster_bound(lat, size, u, p)[0]
print("cluster constant K (no unit) for L = 100 and L = 400:")
for p in (0.30, 0.45, 0.50):
    print(f"  p = {p:.2f}: {K_table[100, p]:.4g} and {K_table[400, p]:.4g}")
assert abs(K_table[400, 0.30] / K_table[100, 0.30] - 1) < 0.25
assert K_table[400, 0.50] > 3 * K_table[100, 0.50]

# Two-sided bound on the last large sheet, obtained without solving it.
p, kT = 0.45, 0.0005
K, spans, _, _ = cluster_bound(lat, size, u, p)
K_dual, spans_dual, _, _ = cluster_bound(lat, size, to_dual(1 - u, size), p)
assert not spans and not spans_dual
lower = barrier(p) - kT * np.log(K)
upper = barrier(1 - p) + kT * np.log(K_dual)
print(f"sheet L = {size}, edge {size * BOND_LENGTH:.0f} angstrom,"
      f" kT = {kT:.4f} eV, p = {p:.2f}:")
print(f"  barriers at p and 1-p = {barrier(p):.4f}, {barrier(1 - p):.4f} eV")
print(f"  K = {K:.4g}, K_dual = {K_dual:.4g} (no unit)")
print(f"  {lower:.4f} eV <= -kT ln(G/g0) <= {upper:.4f} eV")
assert upper < E_mean
print("OK")
```

Running it gives:

```
barrier scale W = 0.40 eV
bond length = 20 angstrom
critical barrier, infinite sheet = 0.1000 eV
  the same = 0.003675 hartree
mean barrier = 0.1333 eV
sample edge L = 20 bonds = 400 angstrom
sample 1: E_c = 0.08007 eV
sample 1: n_path = 26, n_cut = 107 (bonds)
sample 1, all in eV: kT, -kT ln(G/g0), gap to E_c, low, high
  0.0200 0.08626 +0.00619 -0.09346 +0.06516
  G G_dual at this kT = 1.0000000000 (no unit)
  0.0100 0.07826 -0.00181 -0.04673 +0.03258
  0.0050 0.07963 -0.00044 -0.02336 +0.01629
  0.0025 0.08006 -0.00001 -0.01168 +0.00815
median over 60 samples:
  E_c = 0.0986 eV
  kT = 0.0200 eV: -kT ln(G/g0) = 0.1045 eV
  kT = 0.0100 eV: -kT ln(G/g0) = 0.1017 eV
  kT = 0.0050 eV: -kT ln(G/g0) = 0.0992 eV
  kT = 0.0025 eV: -kT ln(G/g0) = 0.0982 eV
largest gap to own E_c, hottest and coldest:
  0.02529 and 0.00171 eV
cubic sample, L = 6: E_c = 0.02127 eV
  n_path = 15, n_cut = 122 (bonds)
  kT = 0.0025 eV: gap to E_c = +0.00108 eV
size dependence at kT = 0.02 eV: mean, spread of -kT ln(G/g0)
  L = 10, 60 samples: 0.1083, 0.0224 eV
  L = 40, 20 samples: 0.1048, 0.0041 eV
cluster constant K (no unit) for L = 100 and L = 400:
  p = 0.30: 43.08 and 34.06
  p = 0.45: 1102 and 1476
  p = 0.50: 1.638e+04 and 1.438e+05
sheet L = 400, edge 8000 angstrom, kT = 0.0005 eV, p = 0.45:
  barriers at p and 1-p = 0.0810, 0.1210 eV
  K = 1476, K_dual = 1360 (no unit)
  0.0774 eV <= -kT ln(G/g0) <= 0.1246 eV
OK
```
